# Phonon Poiseuille Heat Flow in a Wire and in a Slit

## Problem

In a very pure dielectric crystal at low temperature, phonons may collide mostly by normal processes, which conserve their total crystal momentum. If the mean free path for these collisions is also much shorter than the width of a channel, and resistive collisions are rare enough that the walls supply most of the drag, the phonon gas flows along it like a viscous fluid in a pipe. Take three branches with the same linear dispersion $\omega=vk$, a normal scattering time $\tau_N$ and a resistive scattering time $\tau_R$, both independent of frequency. The mean free paths are $\lambda_N=v\tau_N$ and $\lambda_R=v\tau_R$.

Two channels are compared: a wire of circular section with diameter $d$, and a broad slit between parallel walls a distance $d$ apart. The temperature $T$, the entropy density $s$, the phonon viscosity $\mu$ and the small axial temperature gradient $T'=dT/dz$ are the same in both. The conductivity $\kappa$ of a channel is the heat flux averaged over its cross-section, divided by $-T'$.

1. Find the heat flux carried by a drift velocity $u$, and the force balance that determines $u$.
2. Neglect resistive collisions and let $u$ vanish at the walls. Show that $\kappa_{\rm wire}=\tfrac38\,\kappa_{\rm slit}$.
3. Express $\mu$ through $\tau_N$.
4. Find how resistive collisions change the ratio.
5. Find how a small slip at the walls changes it.
6. Evaluate the results for $T=15$ K, $v=4000$ m/s, $\tau_N=10$ ns, $\tau_R=2$ μs, $d=0.4$ mm and $|T'|=10$ K/m. Judge how well the ideal ratio holds.

## Solution

### 1. Heat flux and force balance

Let $\varepsilon=\hbar vk$ be the phonon energy, $\mathbf n=\mathbf k/k$ its direction, and $f_0(\varepsilon/k_BT)$ the Bose distribution. The symbol $\sum$ stands for $3\int d^3k/(2\pi)^3$, the sum over states per unit volume. Normal collisions drive the gas towards a distribution with a drift $u$ along $z$. For $u\ll v$ this is

$$f_d=f_0(\varepsilon-\hbar k_z u)\approx f_0+\hbar k n_z u\,(-f_0'),\qquad f_0'=\partial f_0/\partial\varepsilon .$$

Its momentum density is $\rho u$. Since the angular average of $n_z^2$ is $1/3$,

$$\rho=\tfrac13\sum(\hbar k)^2(-f_0').$$

The heat capacity per volume contains the same sum. Because $f_0$ depends on $\varepsilon/T$, we have $\partial f_0/\partial T=(\varepsilon/T)(-f_0')$, and therefore

$$C=\sum\varepsilon\,\frac{\partial f_0}{\partial T}=\frac{v^2}{T}\sum(\hbar k)^2(-f_0')=\frac{3\rho v^2}{T}.$$

For linear dispersion $C\propto T^3$, so $s=\int_0^T C\,dT/T=C/3$. Hence $\rho=Ts/v^2$.

A phonon carries the energy flux $\varepsilon v n_z=v^2\hbar k_z$ along $z$, which is $v^2$ times its momentum. The heat flux is thus $v^2$ times the momentum density:

$$q=v^2\rho u=Tsu. \tag{1}$$

The pressure is the momentum flux at rest, $p=\sum\hbar k_z\,v n_z f_0=E/3$, where $E$ is the energy density. Since $dE=C\,dT$, it follows that $dp=\tfrac13C\,dT=s\,dT$. A temperature gradient therefore acts on the phonon gas as a pressure gradient.

In steady flow the divergence of the momentum flux equals the momentum supplied per unit volume and time. Resistive collisions remove $\rho u/\tau_R$. The shear part of the momentum flux is $-\mu\nabla u$, with $\nabla$ taken across the channel. Thus $sT'-\mu\nabla^2u=-\rho u/\tau_R$, or

$$\mu\nabla^2u-\frac{\rho u}{\tau_R}=sT'. \tag{2}$$

Heat flows towards the cold end, so $u>0$ when $T'<0$.

### 2. The two Poiseuille conductivities

Without the drag term, equation (2) is $\mu\nabla^2u=sT'$.

**Slit.** Let $x$ be the distance from the midplane. Integrating $u''=sT'/\mu$ twice gives

$$u=\frac{sT'}{2\mu}x^2+Ax+B .$$

Subtracting the conditions $u(d/2)=0$ and $u(-d/2)=0$ gives $A=0$. Either one then gives $B=-sT'd^2/(8\mu)$, so

$$u_{\rm slit}=-\frac{sT'}{2\mu}\left(\frac{d^2}{4}-x^2\right).$$

The average of $x^2$ over the slit is $d^2/12$. The bracket therefore averages to $d^2/4-d^2/12=d^2/6$, and

$$\bar u_{\rm slit}=-\frac{sT'd^2}{12\mu},\qquad
\kappa_{\rm slit}=\frac{Ts\,\bar u_{\rm slit}}{-T'}=\frac{Ts^2d^2}{12\mu}. \tag{3}$$

**Wire.** For a flow that depends on the radius $r$, $\nabla^2u=(1/r)(ru')'$. Multiplying by $r$ and integrating once gives

$$ru'=\frac{sT'}{2\mu}r^2+A .$$

A nonzero $A$ would make $u$ diverge as $\ln r$ on the axis, so $A=0$. A second integration with $u(d/2)=0$ gives

$$u_{\rm wire}=-\frac{sT'}{4\mu}\left(\frac{d^2}{4}-r^2\right).$$

With $R=d/2$, the area average of the bracket is

$$\frac{1}{\pi R^2}\int_0^R(R^2-r^2)\,2\pi r\,dr=\frac{2}{R^2}\left(\frac{R^4}{2}-\frac{R^4}{4}\right)=\frac{R^2}{2}=\frac{d^2}{8}.$$

Therefore

$$\bar u_{\rm wire}=-\frac{sT'd^2}{32\mu},\qquad
\kappa_{\rm wire}=\frac{Ts^2d^2}{32\mu}. \tag{4}$$

Dividing (4) by (3) removes every common property of the gas:

$$\boxed{\frac{\kappa_{\rm wire}}{\kappa_{\rm slit}}=\frac{12}{32}=\frac38}$$

The number has two sources. A cylinder of gas of radius $r$ is pushed by the force $s|T'|\pi r^2$ per unit length and held back over the perimeter $2\pi r$, so the shear stress is $s|T'|r/2$. A slab of half-thickness $x$ is held back on two faces, and its stress is $s|T'|x$. At equal distance from the centre the velocity gradient in the wire is half that in the slit, and so is the velocity. This gives a factor $1/2$. The area average then gives more weight to the slow gas near the wall: the mean is $1/2$ of the centre value in the wire and $2/3$ in the slit, which gives a factor $3/4$. The product is $3/8$.

The ratio concerns conductivities. The total heat current also contains the cross-sectional area, which for the slit grows with its breadth.

### 3. The viscosity

When $u$ varies with $x$, phonons arriving from a neighbouring layer carry that layer's drift. To first order in the mean free path, $vn_x\partial_xf_d=-(f-f_d)/\tau_N$ gives the deviation

$$f-f_d=-\tau_N v n_x\,\hbar k n_z\,u'\,(-f_0').$$

The axial temperature gradient adds a term proportional to $n_z$, which yields no shear stress because its contribution is odd in $n_x$. The flux of $z$-momentum along $x$ is then

$$\sum\hbar kn_z\,vn_x(f-f_d)=-\tau_Nv^2u'\,\langle n_x^2n_z^2\rangle\sum(\hbar k)^2(-f_0').$$

With $n_z=\cos\theta$, the angular average is

$$\langle n_x^2n_z^2\rangle=\tfrac12\langle\cos^2\theta-\cos^4\theta\rangle=\tfrac12\left(\tfrac13-\tfrac15\right)=\tfrac1{15}.$$

The remaining sum is $3\rho$. Comparison with $-\mu u'$ gives

$$\mu=\frac{\rho v^2\tau_N}{5}=\frac{Ts\tau_N}{5},\qquad
\kappa_{\rm slit}=\frac{5sd^2}{12\tau_N}=\frac{5Cd^2}{36\tau_N}. \tag{5}$$

More frequent normal collisions lower the viscosity and raise the conductivity. The formula for $\kappa_{\rm slit}$ holds while $\lambda_N\ll d$, as the expansion requires, and while resistive drag is weak.

### 4. Resistive drag

Let $\tau_R\gg\tau_N$, so that resistive collisions hardly change the viscosity (5). Divide (2) by $\mu$ and define

$$\ell^2=\frac{\mu\tau_R}{\rho}=\frac{\lambda_N\lambda_R}{5},\qquad a=\frac{d}{2\ell}.$$

The equation becomes $\nabla^2u-u/\ell^2=sT'/\mu$. Far from any wall $u$ is uniform, $u_0=-sT'\tau_R/\rho$, and the bulk conductivity is

$$\kappa_0=\frac{Ts^2\tau_R}{\rho}=sv^2\tau_R=\frac{Cv^2\tau_R}{3}.$$

The solutions that vanish at the walls and are regular at the centre are

$$\frac{u_{\rm slit}}{u_0}=1-\frac{\cosh(x/\ell)}{\cosh a},\qquad
\frac{u_{\rm wire}}{u_0}=1-\frac{I_0(r/\ell)}{I_0(a)},$$

where $I_0$ and $I_1$ are modified Bessel functions. The average of $\cosh(x/\ell)$ over the slit is $\sinh(a)/a$. For the wire, $\int_0^R I_0(r/\ell)\,r\,dr=R\ell I_1(a)$, and the area average multiplies this by $2/R^2$. Hence

$$\frac{\kappa_{\rm slit}}{\kappa_0}=1-\frac{\tanh a}{a},\qquad
\frac{\kappa_{\rm wire}}{\kappa_0}=1-\frac{2I_1(a)}{aI_0(a)}. \tag{6}$$

For weak drag, $\tanh a=a-a^3/3+2a^5/15-\dots$ gives

$$\frac{\kappa_{\rm slit}}{\kappa_0}\approx\frac{a^2}{3}\left(1-\frac{2a^2}{5}\right).$$

For the wire, use $I_0=1+a^2/4+a^4/64+\dots$ and $2I_1/a=1+a^2/8+a^4/192+\dots$:

$$\frac{\kappa_{\rm wire}}{\kappa_0}=\frac{I_0-2I_1/a}{I_0}\approx\left(\frac{a^2}{8}+\frac{a^4}{96}\right)\left(1-\frac{a^2}{4}\right)\approx\frac{a^2}{8}\left(1-\frac{a^2}{6}\right).$$

The leading terms reproduce (3) and (4). Since $2/5-1/6=7/30$,

$$\frac{\kappa_{\rm wire}}{\kappa_{\rm slit}}\approx\frac38\left(1+\frac{7a^2}{30}\right)\qquad(a\ll1). \tag{7}$$

Drag removes a larger fraction of the slit's conductivity, so the ratio rises. In the opposite limit $a\gg1$, both expressions in (6) tend to 1. The walls then affect thin layers alone, and the ratio tends to 1.

### 5. Slip at the walls

Suppose the gas slides at the wall with velocity $b|\partial_nu|$, where $\partial_n$ is the derivative normal to the wall and $b\ll d$ is the slip length. Without drag this adds a constant to the whole profile. The wall gradients follow from the stresses found in part 2:

- Slit: the gradient is $s|T'|d/(2\mu)$. The added velocity relative to the mean is $(bd/2)/(d^2/12)=6b/d$.
- Wire: the gradient is $s|T'|d/(4\mu)$. The relative addition is $(bd/4)/(d^2/32)=8b/d$.

Thus

$$\frac{\kappa_{\rm wire}}{\kappa_{\rm slit}}=\frac38\,\frac{1+8b/d}{1+6b/d}\approx\frac38\left(1+\frac{2b}{d}\right). \tag{8}$$

The value of $b$ depends on the wall. A perfectly specular wall preserves the axial momentum of each phonon and exerts no shear stress, so the no-slip result does not apply there. A diffuse wall re-emits phonons without drift. For that case the Boltzmann equation of the same model, with both kinds of collision, can be solved without assuming a viscosity or a slip condition. Its numerical solution for the slit gives $b\approx0.58\lambda_N$. Without drag, solutions at $d/\lambda_N=20$, 40 and 80, extrapolated to $\lambda_N/d=0$, give a ratio of 0.3750, as part 2 requires.

### 6. Numbers

The Debye integral for three equal branches gives

$$C=\frac{2\pi^2}{5}k_B\left(\frac{k_BT}{\hbar v}\right)^3=6450\ \mathrm{J/(m^3\,K)},\qquad s=\frac C3=2150\ \mathrm{J/(m^3\,K)}.$$

From (5), $\mu=15\times2150\times10^{-8}/5=6.45\times10^{-5}$ Pa s. The ideal conductivities are

$$\kappa_{\rm slit}=\frac{15\times2150^2\times(4\times10^{-4})^2}{12\times6.45\times10^{-5}}\approx1.43\times10^4\ \mathrm{W/(m\,K)},$$

$$\kappa_{\rm wire}=\tfrac38\kappa_{\rm slit}\approx5.4\times10^3\ \mathrm{W/(m\,K)}.$$

At 10 K/m the mean fluxes are 14.3 W/cm² in the slit and 5.4 W/cm² in the wire, and the wire carries 6.8 mW. The mean drift in the slit is $q/(Ts)=1.43\times10^5/(15\times2150)\approx4.4$ m/s. This is about a thousandth of $v$, so the expansion in $u$ is safe.

The other two assumptions are less secure. The mean free paths are $\lambda_N=0.04$ mm and $\lambda_R=8$ mm, so $\lambda_N/d=0.1$. The drag length is $\ell=\sqrt{0.04\times8/5}=0.253$ mm, so $a=0.2/0.253=0.79$. Neither $\lambda_N/d$ nor $a$ is very small. The conductivities, in W/(m K) and rounded to three digits, become as follows; the ratios are taken before rounding.

| Treatment | Slit | Wire | Ratio |
|---|---:|---:|---:|
| Ideal Poiseuille | 14 300 | 5 380 | 0.375 |
| Drag, no slip, (6) | 11 500 | 4 870 | 0.424 |
| Boltzmann, no drag | 19 600 | 7 960 | 0.407 |
| Boltzmann, with drag | 14 900 | 7 040 | 0.472 |

Equation (8) accounts for the third row. With $b/d=0.058$ it gives $0.375\times1.46/1.35\approx0.41$.

Drag and slip shift each conductivity in opposite directions, but both raise the ratio. In the slit they nearly cancel: the full value lies 4% above the ideal one, although drag alone lowers it by 20% and wall effects without drag raise it by 36%, of which the slip term $6b/d$ supplies about 35 points and higher orders in $\lambda_N/d$ the rest. Agreement of a single slit conductivity with (3) would therefore not show that its assumptions hold. The ratio reveals the difference, since it is 26% above $3/8$.

Equations (7) and (8) show what a closer approach to $3/8$ would take. If each correction may raise the ratio by 2%, then $2b/d=0.02$ gives $\lambda_N/d\approx0.017$, and $7a^2/30=0.02$ gives $a^2\approx0.086$. Since $a^2=5d^2/(4\lambda_N\lambda_R)$,

$$\frac{\lambda_R}{d}=\frac{5}{4a^2(\lambda_N/d)}\approx8\times10^2 .$$

The two mean free paths must then differ by a factor of about $5\times10^4$. In the example the factor is 200.

The parameters are rough magnitudes for a very pure alkali-halide crystal in the temperature window where second sound can propagate, and they describe no particular material. The model's bulk conductivity, $\kappa_0\approx6.9\times10^4$ W/(m K), lies above the conductivity peak of the purest such crystals, roughly $1$ to $3\times10^4$ W/(m K). Those peaks belong to millimetre-sized samples whose walls lower them, but (6) still gives about $5.6\times10^4$ W/(m K) for a rod 5 mm across, so the chosen $\tau_R$ is probably generous. A shorter $\tau_R$ would increase $a$ and move the ratio further from $3/8$. Real crystals also have unequal sound speeds, elastic anisotropy and frequency-dependent scattering times, whose effects are not estimated here. Shrinking the channel at fixed temperature does not rescue the ideal result: it weakens the drag but increases $\lambda_N/d$, and once $d$ is comparable with $\lambda_N$ the viscous description fails. In a channel much narrower than $\lambda_N$, with $d$ between $0.1\lambda_N$ and $0.2\lambda_N$ in this model, the ratio even falls through $3/8$, but by coincidence: a slit offers many more directions nearly parallel to its walls, along which phonons fly far, so its conductivity gains on that of the wire. A measured ratio near $3/8$ therefore points to viscous flow only if $\lambda_N\ll d$ is known independently. The remaining computed values are in the numerical output.

## Computed results

```
finite-volume mean coefficient, slit: 0.083333
finite-volume mean coefficient, wire: 0.031250
finite-volume conductivity ratio: 0.37500
finite-volume centre-flux ratio: 0.50000
Boltzmann ratio extrapolated to lam_n/d = 0: 0.3750
slip length / lam_n (diffuse walls): 0.577
temperature: 15.0 K
sound speed: 4000 m/s
normal scattering time: 10.0 ns
resistive scattering time: 2.0 us
slit width = wire diameter: 0.40 mm
temperature gradient magnitude: 10.0 K/m
heat capacity C: 6450.0 J/(m^3 K)
entropy density s: 2150.0 J/(m^3 K)
phonon viscosity mu: 6.4500e-05 Pa s
normal mean free path: 0.040 mm
resistive mean free path: 8.00 mm
drag length ell: 0.2530 mm
lam_n/d: 0.100
drag parameter a: 0.7906
bulk conductivity: 68799.8 W/(m K)
ideal Poiseuille, slit kappa: 14333 W/(m K)
ideal Poiseuille, wire kappa: 5375 W/(m K)
ideal Poiseuille, wire/slit ratio: 0.3750
drag, no slip, slit kappa: 11473 W/(m K)
drag, no slip, wire kappa: 4869 W/(m K)
drag, no slip, wire/slit ratio: 0.4244
Boltzmann, no drag, slit kappa: 19559 W/(m K)
Boltzmann, no drag, wire kappa: 7964 W/(m K)
Boltzmann, no drag, wire/slit ratio: 0.4072
Boltzmann, with drag, slit kappa: 14910 W/(m K)
Boltzmann, with drag, wire kappa: 7042 W/(m K)
Boltzmann, with drag, wire/slit ratio: 0.4723
ideal mean heat flux, slit: 14.333 W/cm^2
ideal mean heat flux, wire: 5.375 W/cm^2
ideal wire power: 6.754 mW
ideal mean drift speed, slit: 4.444 m/s
```
